\section*{Direct-process spin relaxation from static spin-strain coefficients G11 and G44}

If the coupling between a paramagnetic ion and the lattice is left as a free parameter, one measured relaxation rate can be fitted by the direct process whether or not that process is responsible. The fit then tests nothing, and it cannot say how the rate should change when the magnetic field is turned in the crystal. Uniaxial stress removes this freedom. The line shifts it produces measure the same operators that a sound wave modulates, so the direct-process rate follows without an adjustable coupling.

Consider an ion with spin $S\ge1$ on a cubic site of point group $O$, $T_d$ or $O_h$, with an isotropic Zeeman energy $\hbar\omega_0S_\zeta$, where $\zeta$ lies along the unit field vector $\mathbf h$ and $\omega_0>0$. For $S=1$ and $S=3/2$ a cubic field does not split the spin levels; for $S\ge2$ its quartic spin term is assumed small compared with the Zeeman energy. Strain is even under time reversal, so without a magnetic field it couples to even powers of spin. I keep the quadratic terms and neglect strain-induced changes of $g$ and, for $S\ge2$, quartic terms:
\begin{equation}
H_\varepsilon=\sum_{ij}D_{ij}S_iS_j,\qquad D_{ij}=D_{ji}.
\end{equation}
Inside an isolated spin-$1/2$ doublet $\{S_i,S_j\}=\delta_{ij}/2$, so this coupling is a constant and causes no relaxation.

The traceless part of the strain splits under cubic symmetry into a two-component set (the $E_g$ strains, differences of diagonal elements) and a three-component set (the $T_{2g}$ shears). The quadratic spin operators split in the same way, which for the point groups named above leaves one constant for each set. The lower cubic groups $T$ and $T_h$ are excluded: they lack the operations that exchange two cube axes, and so allow a second constant in the two-component set. Stress along the field produces no first-order line shift through that constant, yet it would add to the relaxation rate. With engineering shear strain $2\varepsilon_{yz}$ and the choice $G_{12}=-G_{11}/2$, which removes only a spin-independent energy,
\begin{align}
D_{xx}&=G_{11}\Big[\varepsilon_{xx}-\tfrac12(\varepsilon_{yy}+\varepsilon_{zz})\Big]
=\tfrac32G_{11}\Big(\varepsilon_{xx}-\tfrac13\operatorname{Tr}\varepsilon\Big),\\
D_{yz}&=2G_{44}\varepsilon_{yz},
\end{align}
and cyclically. Collecting the factor of each strain component gives $H_\varepsilon=\sum_{ij}\varepsilon_{ij}V_{ij}$ with
\begin{equation}
V_{ii}=\tfrac32G_{11}\Big[S_i^2-\tfrac13S(S+1)\Big],\qquad
V_{ij}=G_{44}\{S_i,S_j\}\quad(i\ne j).
\label{V}
\end{equation}
The pair $V_{yz},V_{zy}$ together supplies the factor 2 in $D_{yz}$.

In the static experiment a tensile stress $P$ acts along $\mathbf h$, so $\sigma_{ij}=Ph_ih_j$. Cubic elasticity gives $\sigma_{xx}-\sigma_{yy}=(c_{11}-c_{12})(\varepsilon_{xx}-\varepsilon_{yy})$ and $\sigma_{xy}=2c_{44}\varepsilon_{xy}$. Hence
\begin{equation}
D_{ii}=D_{001}\big(h_i^2-\tfrac13\big),\qquad D_{ij}=D_{111}h_ih_j\quad(i\neq j),
\end{equation}
\begin{equation}
D_{001}=\frac{3G_{11}P}{2(c_{11}-c_{12})},\qquad D_{111}=\frac{G_{44}P}{c_{44}}.
\label{static}
\end{equation}
To first order in $D_{ij}$ the shift of level $m$ needs
\begin{equation}
\tfrac12\langle m|\{S_i,S_j\}|m\rangle=h_ih_jm^2+\tfrac12(\delta_{ij}-h_ih_j)[S(S+1)-m^2].
\end{equation}
Since $D$ is traceless, the $\delta_{ij}$ term drops out, and the shift is $D_h[m^2-S(S+1)/3]$ with $D_h=\frac32\sum_{ij}h_iD_{ij}h_j$. Define
\begin{equation}
p=h_x^2h_y^2+h_y^2h_z^2+h_z^2h_x^2 ,\qquad \sum_ih_i^4=1-2p,
\end{equation}
where the second relation is the square of $\sum_ih_i^2=1$. Then
\begin{equation}
D_h=\tfrac32\Big[D_{001}\big(\tfrac23-2p\big)+2pD_{111}\Big]=(1-3p)D_{001}+3pD_{111}.
\label{Dh}
\end{equation}
For $[001]$, $[110]$ and $[111]$, $p=0,\frac14,\frac13$. For $S=1$ the two $\Delta m=1$ frequencies differ by $2D_h/h_{\rm P}$, where $h_{\rm P}$ is Planck's constant. Stress along $[001]$ and $[111]$ gives the two coefficients, and a third direction checks them and fixes their relative sign.

A phonon modulates the same strain. This use of the static coefficients requires a wavelength long compared with the ion's surroundings and a phonon energy far below the orbital splittings. The host must also not be piezoelectric, a case that $T_d$ symmetry allows: there a sound wave carries an electric field, which depends on the direction of the wave and can couple to the same spin operators. Any difference between local and bulk strain is then already contained in $G_{11}$ and $G_{44}$. In a crystal of volume $L^3$ and density $\rho$, write the displacement as
\begin{equation}
\mathbf u=\sum_{\mathbf qs}N_{\mathbf qs}\,\mathbf e_s\big(a_{\mathbf qs}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf qs}e^{-i\mathbf q\cdot\mathbf r}\big),\qquad N^2_{\mathbf qs}=\frac{\hbar}{2\rho L^3\omega_{\mathbf qs}}.
\end{equation}
The amplitude follows from the zero-point kinetic energy of one mode, $\frac12\rho L^3\omega^2N^2=\hbar\omega/4$. With $\mathbf q=q\mathbf n$, differentiation gives a strain of magnitude $Nq\,t_{ij}$, where $t_{ij}=\frac12(e_in_j+e_jn_i)$. Let $M_s=\sum_{ij}t_{ij}\langle b|V_{ij}|a\rangle$ for a transition from $a$ down to $b$ with energy $\hbar\omega$. The golden rule for spontaneous emission, with $\omega_{\mathbf qs}=v_s(\mathbf n)q$, is
\begin{align}
A&=\frac{2\pi}{\hbar}\sum_{\mathbf qs}\frac{\hbar q^2}{2\rho L^3\omega_{\mathbf qs}}|M_s|^2\,\delta(\hbar\omega_{\mathbf qs}-\hbar\omega)\nonumber\\
&=\sum_s\int\frac{d\Omega}{8\pi^3}\int q^2dq\,\frac{\pi q^2}{\rho\,\omega}\,|M_s|^2\,\frac{\delta(q-\omega/v_s)}{\hbar v_s}\nonumber\\
&=\frac{\omega^3}{2\pi\rho\hbar}\sum_s\left\langle\frac{|M_s|^2}{v_s^5}\right\rangle .
\label{A}
\end{align}
The brackets denote an average over directions $\mathbf n$. Emission has rate $A(n+1)$ and absorption $An$, with $n$ the thermal phonon number at $\omega$.

The average contains products $t_{ij}t_{kl}$. Reflections in the cube planes remove products of a diagonal with an off-diagonal component and products of two different off-diagonal ones. For the diagonal part let $\alpha=\sum_s\langle t_{xx}^2/v_s^5\rangle$ and $\beta=\sum_s\langle t_{xx}t_{yy}/v_s^5\rangle$. Denoting matrix elements by the operator symbols,
\begin{equation}
\alpha\sum_i|V_{ii}|^2+\beta\sum_{i\ne j}V_{ii}^*V_{jj}
=(\alpha-\beta)\sum_i|V_{ii}|^2+\beta\Big|\sum_iV_{ii}\Big|^2 ,
\end{equation}
and the last term vanishes because $\sum_iV_{ii}=0$. The off-diagonal part is $4\sum_s\langle t_{xy}^2/v_s^5\rangle\sum_{i<j}|V_{ij}|^2$. Therefore
\begin{equation}
\sum_s\left\langle\frac{|M_s|^2}{v_s^5}\right\rangle=J_E\sum_i|V_{ii}|^2+J_T\sum_{i\ne j}|V_{ij}|^2,
\label{av}
\end{equation}
\begin{equation}
J_E=\sum_s\left\langle\frac{(t_{xx}-t_{yy})^2}{2v_s^5}\right\rangle,\qquad
J_T=2\sum_s\left\langle\frac{t_{xy}^2}{v_s^5}\right\rangle .
\end{equation}
No product $G_{11}G_{44}$ survives, so the rate does not depend on the signs of the coefficients.

In an elastically isotropic solid the longitudinal wave has $t_{ij}=n_in_j$. With $\langle n_x^4\rangle=\frac15$ and $\langle n_x^2n_y^2\rangle=\frac1{15}$ its weight is $\frac2{15}$ in both integrals. Summed over all three polarizations, $\sum_se_ie_j=\delta_{ij}$ gives $\langle\frac12(n_x^2+n_y^2)\rangle=\frac13$ in both. The two transverse waves thus carry $\frac13-\frac2{15}=\frac15$, and
\begin{equation}
J_E=J_T=\frac{2}{15v_l^5}+\frac1{5v_t^5}\qquad\text{(isotropic solid)}.
\label{iso}
\end{equation}

The field direction enters through the spin matrix elements. Take unit vectors $\boldsymbol\xi,\boldsymbol\eta$ perpendicular to $\mathbf h$ and set $\mathbf f=\boldsymbol\xi+i\boldsymbol\eta$. Then
\begin{equation}
\mathbf S=\mathbf hS_\zeta+\tfrac12(\mathbf fS_-+\mathbf f^*S_+),\quad \mathbf f\cdot\mathbf f=\mathbf f\cdot\mathbf h=0,\quad |f_i|^2=1-h_i^2 .
\end{equation}
For $m\to m-1$ the operator $\{S_i,S_j\}$ contributes $\frac12(h_if_j+h_jf_i)a_1$, where
\begin{equation}
a_1=\langle m-1|\{S_\zeta,S_-\}|m\rangle=(2m-1)\sqrt{S(S+1)-m(m-1)} ,
\end{equation}
and $S_i^2$ contributes $\frac12h_if_ia_1$. The sums are
\begin{align}
\sum_i|\langle S_i^2\rangle|^2&=\tfrac14a_1^2\sum_ih_i^2(1-h_i^2)=\tfrac12p\,a_1^2,\\
\sum_{i<j}|\langle\{S_i,S_j\}\rangle|^2&=\tfrac14a_1^2\cdot\tfrac12(4-8p)=a_1^2\big(\tfrac12-p\big).
\end{align}
In the second line, $\sum_{ij}|h_if_j+h_jf_i|^2=2|\mathbf f|^2=4$, from which the diagonal part $4\sum_ih_i^2|f_i|^2=8p$ is subtracted. For $m\to m-2$, with $a_2=\langle m-2|S_-^2|m\rangle$, the elements are $\frac14f_i^2a_2$ and $\frac12f_if_ja_2$, so
\begin{align}
\sum_i|\langle S_i^2\rangle|^2&=\tfrac1{16}a_2^2\sum_i(1-h_i^2)^2=\tfrac18(1-p)a_2^2,\\
\sum_{i<j}|\langle\{S_i,S_j\}\rangle|^2&=\tfrac14a_2^2\cdot\tfrac12\big[4-(2-2p)\big]=\tfrac14(1+p)a_2^2 .
\end{align}
Here $\sum_i(1-h_i^2)^2=3-2+(1-2p)=2-2p$. Multiplying the diagonal sums by $\frac94G_{11}^2$ and the off-diagonal ones by $2G_{44}^2$ turns \eqref{av} into
\begin{align}
F_1&=a_1^2\Big[\tfrac98p\,J_EG_{11}^2+(1-2p)J_TG_{44}^2\Big],\label{F1}\\
F_2&=a_2^2\Big[\tfrac9{32}(1-p)J_EG_{11}^2+\tfrac12(1+p)J_TG_{44}^2\Big].\label{F2}
\end{align}
With the field along $[001]$, $G_{11}$ drives no $\Delta m=1$ transition, because $S_x^2$ and $S_y^2$ then change $m$ by 0 or 2. For half-integer spin, $a_1=0$ at $m=\frac12$, as time reversal demands for the pair $m=\pm\frac12$.

Now let $S=1$ and $kT\gg\hbar\omega_0$. Both $n$ and $n+1$ become $kT/\hbar\omega$, and each transition rate is $\omega^2kT\,F/(2\pi\rho\hbar^2)$. The values $a_1^2=2$ for both single steps and $a_2^2=4$, with $\omega=\omega_0$ and $2\omega_0$ respectively, give
\begin{align}
W_1&=K\Big[\tfrac94p\,J_EG_{11}^2+2(1-2p)J_TG_{44}^2\Big],\\
W_2&=K\Big[\tfrac92(1-p)J_EG_{11}^2+8(1+p)J_TG_{44}^2\Big],\qquad K=\frac{\omega_0^2kT}{2\pi\rho\hbar^2}.
\end{align}
Let $N_m$ be the deviations of the populations from equilibrium. Then
\begin{align}
\dot N_{\pm1}&=-W_1(N_{\pm1}-N_0)-W_2(N_{\pm1}-N_{\mp1}),\\
\frac{d}{dt}(N_1-N_{-1})&=-(W_1+2W_2)(N_1-N_{-1}).
\end{align}
The magnetization decays with a single exponential, and $1/T_1=W_1+2W_2$. Adding the brackets, the $G_{11}$ part is $9-9p+\frac94p=9(1-\frac34p)$ and the $G_{44}$ part is $2-4p+16+16p=6(3+2p)$:
\begin{equation}
\boxed{\frac1{T_1}=\frac{\omega_0^2kT}{2\pi\rho\hbar^2}\Big[9J_EG_{11}^2\big(1-\tfrac34p\big)+6J_TG_{44}^2(3+2p)\Big]}
\label{main}
\end{equation}
In terms of the stress data \eqref{static}, $G_{11}=\frac23(c_{11}-c_{12})D_{001}/P$ and $G_{44}=c_{44}D_{111}/P$.

The other mode, $N_1+N_{-1}-2N_0$, decays at $3W_1$. On an unstrained cubic site the two $\Delta m=1$ transitions coincide at $\omega_0$, and their common line measures $(N_1-N_0)+(N_0-N_{-1})=N_1-N_{-1}$, which recovers at $1/T_1$. If a small static strain separates the two transitions, one line alone measures $N_1-N_0=\frac12(N_1-N_{-1})+\frac12(N_1+N_{-1}-2N_0)$, so its recovery generally contains both exponentials and must not be read as $T_1$ alone.

The rate \eqref{main} is linear in $p$, so its extremes lie at $[001]$ and $[111]$. If $G_{44}=0$, it falls by a factor $3/4$ from $[001]$ to $[111]$; if $G_{11}=0$, it rises by $11/9$. Any mixture lies between these ratios. The rate is independent of direction when $12J_TG_{44}^2=\frac{27}4J_EG_{11}^2$, that is, $J_TG_{44}^2=\frac9{16}J_EG_{11}^2$.

For larger spin the decay can have several exponentials, but its initial rate is simple if the deviation has the spin-temperature form $N_m\propto m$. Inserting this in the rate equations gives
\begin{equation}
\frac1{T_1}=\frac{\sum_{\rm pairs}W_{mm'}(m-m')^2}{\sum_mm^2}.
\end{equation}
By \eqref{F1} and \eqref{F2} the spin enters through $\sum a_1^2$ and $\sum a_2^2$. These are equal: write $\{S_\zeta,S_-\}$ and $S_-^2$ as $\sum_{ij}X_{ij}\{S_i,S_j\}$ with $X=\frac12(\mathbf h\mathbf f^*+\mathbf f^*\mathbf h)$ and $X=\frac12\mathbf f^*\mathbf f^*$. Both tensors are symmetric and traceless with $\sum|X_{ij}|^2=1$, and rotational invariance makes the trace of the squared operator proportional to this norm. The operator $3S_\zeta^2-S(S+1)$ has norm $\frac32$, so with $c=S(S+1)$,
\begin{align}
\sum a_1^2=\sum a_2^2&=\tfrac23\sum_m(3m^2-c)^2=\tfrac2{15}(2S+1)c(4c-3).
\end{align}
This uses $\sum m^2=(2S+1)c/3$ and $\sum m^4=(2S+1)c(3c-1)/15$. Since $4c-3=(2S-1)(2S+3)$, division by $\sum m^2$ gives $\frac25(2S-1)(2S+3)$, which is 2 for $S=1$. Equation \eqref{main} is therefore multiplied by $(2S-1)(2S+3)/5$, a factor that vanishes for $S=\frac12$.

For a numerical case take a model $S=1$ ion in a cubic host with $\rho=3600$ kg/m$^3$ and $c_{11},c_{12},c_{44}=300,100,150$ GPa. Suppose a stress of 100 MPa separates the lines by 2.0 GHz along $[001]$ and 1.0 GHz along $[111]$, with the same sign. Halving these gives $D_{001}/h_{\rm P}=1.0$ GHz and $D_{111}/h_{\rm P}=0.5$ GHz, so
\begin{align}
G_{11}/h_{\rm P}&=\tfrac23\cdot\frac{200}{0.1}\cdot1.0\ \text{GHz}=1333\ \text{GHz}\quad(44.5\ \text{cm}^{-1}),\\
G_{44}/h_{\rm P}&=\frac{150}{0.1}\cdot0.5\ \text{GHz}=750\ \text{GHz}\quad(25.0\ \text{cm}^{-1}).
\end{align}
For $[110]$, \eqref{Dh} predicts $\frac14(2.0)+\frac34(1.0)=1.25$ GHz, which diagonalization confirms. With opposite signs the separation would be only 0.25 GHz in magnitude, so this direction settles the relative sign.

At 10 GHz and 4 K, $K=8.667\times10^{62}$, while $J_E=4.004\times10^{-20}$ and $J_T=2.270\times10^{-20}$ in SI units. With $G_{11}=8.835\times10^{-22}$ J and $G_{44}=4.970\times10^{-22}$ J, the field along $[001]$ gives
\begin{equation}
\frac1{T_1}=K\big[9J_EG_{11}^2+18J_TG_{44}^2\big]=(244+87)\ \text{s}^{-1}=331\ \text{s}^{-1},
\end{equation}
or $T_1=3.0$ ms. Along $[110]$ and $[111]$ the rates are 300 and 290 s$^{-1}$. The decrease follows from $G_{44}$ being below the 44.3 cm$^{-1}$ at which the rate would be isotropic. Along $[001]$, $W_1=9.7$ and $W_2=161$ s$^{-1}$: double steps carry 97\% of $1/T_1$, while the second mode decays at only 29 s$^{-1}$. If a small strain resolves the two lines, this mode, about eleven times slower than $1/T_1$ along $[001]$ and four times slower along $[111]$, dominates the recovery of one line. A short saturation leaves $N_1=-\delta$, $N_0=\delta$, $N_{-1}=0$, so at high temperature the slow mode carries three quarters of $N_1-N_0$. After a long saturation the $T_1$ mode carries only the fraction $W_1/[2(W_1+W_2)]$, about 3\% along $[001]$.

Elastic anisotropy matters here. Using \eqref{iso} with the $[100]$ velocities, 9129 and 6455 m/s, gives $J=1.995\times10^{-20}$ and a $[001]$ rate of 198 s$^{-1}$, 40\% below the value for the true sound waves. Much of this gap comes from the choice of velocities: with the bulk modulus $(c_{11}+2c_{12})/3$ and the Voigt or Reuss average shear modulus, 130 or 125 GPa, \eqref{iso} gives 269 or 296 s$^{-1}$, still 19\% or 11\% low. The $[100]$ velocities miss the soft shear wave along $[110]$ polarized along $[1\bar10]$. It has $\rho v^2=(c_{11}-c_{12})/2=100$ GPa instead of 150 GPa and is a pure $E_g$ strain, so it enters $J_E$ with a large weight $v^{-5}$. It is the softest point of the slow transverse branch, which, summed over all directions, supplies 84\% of $J_E$.

The high-temperature form is adequate at 4 K, where $\hbar\omega_0/kT=0.12$: the full rate matrix gives 333 s$^{-1}$, 0.5\% higher. The correction starts at second order, because $n(-\omega)=-[n(\omega)+1]$ and the factor $\omega^3$ make a reversal of $\omega_0$ equivalent to exchanging $m$ and $-m$, which leaves the decay rates unchanged. The numerical output also lists an explicit phonon sum in a finite box, which tests the prefactor in \eqref{A}.

In this regime the direct process gives $1/T_1\propto\omega_0^2T$. A measured rate that exceeds \eqref{main} and rises faster with temperature indicates an additional process, for example a two-phonon one, but does not by itself identify it. A rate below \eqref{main} can arise when the resonant phonons do not stay at the bath temperature, since the derivation assumed thermal $n$; such a rate need not be linear in $T$ either. Random static strains must also shift the levels by much less than $\hbar\omega_0$, or the states are no longer quantized along the field.

\section*{Table of computed values}
\begin{verbatim}
density: 3600 kg/m^3
c11, c12, c44: 300, 100, 150 GPa
tensile stress P: 100 MPa
input line separation, [001] stress: 2.000 GHz
input line separation, [111] stress: 1.000 GHz
D001/h, D111/h: 1.000, 0.500 GHz
G11/h, G44/h: 1333.3, 750.0 GHz
G11/hc, G44/hc: 44.48, 25.02 cm^-1
G11, G44: 8.8348e-22, 4.9696e-22 J
[110] separation, first order: 1.2500 GHz
[110] separation, diagonalized: 1.2500 GHz
[110] separation if G44 had opposite sign: -0.2500 GHz
Zeeman frequency: 10.0 GHz; w0 = 6.2832e+10 rad/s
temperature: 4.0 K; hbar w0/kT = 0.1200
JE, JT: 4.0036e-20, 2.2699e-20 s^5/m^5
prefactor w0^2 kT/(2 pi rho hbar^2): 8.6670e+62 m^5 s^-5 J^-2 s^-1
[001]: p = 0.0000; W1 = 9.72 s^-1; W2 = 160.74 s^-1
[001]: G11 part 243.75 s^-1; G44 part 87.45 s^-1
[001]: 1/T1 = 331.21 s^-1; T1 = 3.019 ms
[001]: 3 W1 = 29.15 s^-1; full-matrix mode 332.83 s^-1
[110]: p = 0.2500; W1 = 20.09 s^-1; W2 = 139.99 s^-1
[110]: G11 part 198.05 s^-1; G44 part 102.03 s^-1
[110]: 1/T1 = 300.08 s^-1; T1 = 3.332 ms
[110]: 3 W1 = 60.28 s^-1; full-matrix mode 301.61 s^-1
[111]: p = 0.3333; W1 = 23.55 s^-1; W2 = 133.08 s^-1
[111]: G11 part 182.81 s^-1; G44 part 106.89 s^-1
[111]: 1/T1 = 289.70 s^-1; T1 = 3.452 ms
[111]: 3 W1 = 70.66 s^-1; full-matrix mode 291.20 s^-1
[100] sound velocities vl, vt: 9129, 6455 m/s
isotropic-sound J from these: 1.9950e-20 s^5/m^5
[001]: 1/T1 with isotropic sound: 198.33 s^-1
[111]: 1/T1 with isotropic sound: 185.04 s^-1
G44/hc that would make 1/T1 isotropic: 44.30 cm^-1
box sum / golden rule, dm=1 and dm=2: 1.0000, 1.0000
relative finite-T correction at 20 K, 40 K: 2.040e-04, 5.100e-05
spin factor from rate matrix (S: factor): 0.5: 0.000, 1.0: 1.000, 1.5: 2.400, 2.0: 4.200, 2.5: 6.400
\end{verbatim}
